\section*{Why a large blocking capacitor does not set the rf self-bias}

\section{What dimensions allow}

An electrode in a plasma is driven through a series capacitor $C_B$ by a sinusoidal source of amplitude $A$ and angular frequency $\omega$. After some time it carries a steady negative mean voltage $B$, the self-bias. Let the plasma be described by an electron temperature $T$ expressed in volts, an ion current $I_i$ to the electrode, a sheath capacitance $C_s$, and the ratio $R$ of electron saturation current to ion current. Volt, ampere and second are three independent units, so the six dimensional quantities $A,T,I_i,\omega,C_B,C_s$ form three independent ratios, and
\begin{equation}
\frac{B}{T}=F\!\left(\frac{A}{T},\;\frac{C_s}{C_B},\;\frac{I_i}{\omega C_B T},\;R\right).
\label{eq:dim}
\end{equation}
The blocking capacitance cannot stand alone. It must be compared with the sheath capacitance or with the charge $I_i/\omega$ per volt of electron temperature. When $C_B$ is large both ratios vanish, and if $F$ has a finite limit there, the bias no longer contains $C_B$. A time, on the other hand, can be built from it: $C_BT/I_i$ grows in proportion to $C_B$. Dimensions do not prove that the limit is finite. That takes the charge balance.

\section{The belief and its appeal}

The belief is that the blocking capacitor determines the steady self-bias, so that a different capacitor gives a different bias. There are good reasons to think so. The bias voltage stands across the capacitor. If the capacitor is replaced by a wire, the bias disappears. The relation $Q=CV$ suggests that a larger capacitor, given the same charge, would hold a smaller voltage. Finally, the belief is true for small capacitors, as the numbers below show.

The weak point is the phrase ``given the same charge''. Nothing fixes the charge. The plasma keeps delivering it until the mean current stops, and the condition for that is a condition on voltage.

\section{The charge balance}

Let $E(t)$ be the electrode potential relative to a grounded wall, and $v=A\sin\omega t$ the source voltage. The wall is taken to be so large that its own sheath voltage does not vary. The plasma potential $V_p$, the temperature, the ion current and $C_s$ are constants. Current from the plasma to the electrode counts as positive, so ions contribute $+I_i$. Electrons are retarded when $E<V_p$ and contribute $-RI_i\,e^{(E-V_p)/T}$; for $E>V_p$ they saturate at $-RI_i$.

The large wall draws no net current. With the same ratio of fluxes as at the electrode, this requires $Re^{-V_p/T}=1$, so that $V_p=T\ln R$. Since then $Re^{(E-V_p)/T}=e^{E/T}$, the net current is
\begin{equation}
I(E)=I_i\left[1-\min\!\left(e^{E/T},R\right)\right].
\label{eq:law}
\end{equation}
It vanishes at $E=0$: without rf the electrode floats at the wall potential, and $B$ measures the effect of the rf alone.

The charge on the electrode side is $C_B(E-v)$ on the blocking capacitor plus $C_s(E-V_p)$ on the sheath. The constant $V_p$ drops out of the time derivative:
\begin{equation}
\frac{d}{dt}\left[C_B(E-v)+C_sE\right]=I(E).
\label{eq:charge}
\end{equation}
In a periodic state the bracket returns to its value after each period. Integration over one period gives
\begin{equation}
\langle I(E)\rangle=0
\label{eq:zero}
\end{equation}
for every finite $C_B$. This is what the capacitor imposes. Its size can affect the bias only through the waveform of $E$.

To separate the waveform from the bias, define
\begin{equation}
C_\Sigma=C_B+C_s,\qquad \kappa=\frac{C_B}{C_\Sigma},\qquad E=\kappa v+W .
\end{equation}
The bracket in \eqref{eq:charge} is $C_\Sigma E-C_Bv=C_\Sigma W+(C_\Sigma\kappa-C_B)v=C_\Sigma W$, hence
\begin{equation}
C_\Sigma\frac{dW}{dt}=I(\kappa v+W).
\label{eq:W}
\end{equation}
The two capacitances divide the rf voltage, and the fraction $\kappa$ reaches the electrode. Because $\langle v\rangle=0$, the bias is $B=\langle E\rangle=\langle W\rangle$.

\section{The bias for a large capacitor}

If $C_\Sigma$ is large, $W$ hardly changes within a period, and the right side of \eqref{eq:W} may be replaced by its average at fixed $W$:
\begin{equation}
C_\Sigma\frac{dW}{dt}=J(W),\qquad J(W)=\langle I(\kappa v+W)\rangle .
\label{eq:avg}
\end{equation}
The end point is the zero of $J$. It is unique. For very negative $W$ no electrons arrive and $J\to I_i>0$. As $W$ rises, $J$ falls strictly as long as part of the cycle lies below $V_p$, and when none does, $J=I_i(1-R)<0$ for $R>1$. The zero is also stable: below it $J>0$ and $W$ rises, above it $J<0$ and $W$ falls. The prefactor $C_\Sigma$ multiplies the rate and has no influence on where the rate vanishes.

Suppose that $E$ stays below $V_p$ in the final state, so that the exponential branch of \eqref{eq:law} applies throughout the cycle. With $a=\kappa A/T$, the condition $J(B)=0$ reads
\begin{equation}
1=e^{B/T}\left\langle e^{a\sin\omega t}\right\rangle=e^{B/T}I_0(a),
\end{equation}
where $I_0(a)=(2\pi)^{-1}\int_0^{2\pi}e^{a\sin\theta}d\theta$ is the modified Bessel function. Therefore
\begin{equation}
B=-T\ln I_0\!\left(\frac{\kappa A}{T}\right)\;\longrightarrow\;
B_\infty=-T\ln I_0\!\left(\frac{A}{T}\right)
\quad\text{as } \kappa\to1 .
\label{eq:B}
\end{equation}
This is the finite limit that \eqref{eq:dim} left open. The ion current has dropped out together with the capacitance.

Two limits show the physics. For $A\ll T$, $I_0(x)\simeq1+x^2/4$ gives $B_\infty\simeq-A^2/(4T)$, the weak rectification by the curvature of the exponential. For $A\gg T$, $I_0(x)\simeq e^x/\sqrt{2\pi x}$ gives
\begin{equation}
B_\infty\simeq-A+\frac{T}{2}\ln\frac{2\pi A}{T}.
\end{equation}
The electrode is then negative for most of the cycle and collects its electrons in a short pulse near the positive crest. The crest lies at $A+B_\infty\simeq(T/2)\ln(2\pi A/T)$. It stays below $V_p=T\ln R$ if $2\pi A/T<R^2$, which is the condition for using \eqref{eq:B} at large amplitude.

Take $A=100$ V at 13.56 MHz, $T=3$ V, $I_i=10$ mA, $R=100$ and $C_s=0.05$ nF, as round model parameters. Then $A/T=33.33$, $\ln I_0(A/T)=30.665$, and
\begin{equation}
B_\infty=-3\ \text{V}\times30.665=-92.0\ \text{V}.
\end{equation}
The crest is at $100-92.0=8.0$ V, below the plasma potential of 13.8 V, as required.

\section{How large is large enough}

The averaging can be avoided altogether on the exponential branch. Let $y=e^{-W/T}$ and $\tau=C_\Sigma T/I_i$. From \eqref{eq:W},
\begin{equation}
\frac{dy}{dt}=-\frac{y}{T}\frac{dW}{dt}
=-\frac{yI_i}{C_\Sigma T}\left[1-\frac{e^{\kappa v/T}}{y}\right],
\qquad\text{so}\qquad
\tau\frac{dy}{dt}=-y+e^{\kappa v/T}.
\label{eq:y}
\end{equation}
The equation for $y$ is linear. Shift the origin of time so that $v=A\cos\omega t$, which changes no average, and use $e^{a\cos\theta}=\sum_nI_n(a)e^{in\theta}$. Each harmonic of $y$ then obeys $(1+in\omega\tau)y_n=I_n(a)$, and
\begin{equation}
y=\sum_{n=-\infty}^{\infty}\frac{I_n(a)\,e^{in\omega t}}{1+in\omega\tau},
\qquad B=-T\langle\ln y\rangle .
\label{eq:periodic}
\end{equation}

For $\omega\tau\gg1$ write $y=I_0(a)(1+\varepsilon)$. The terms $\pm n$ combine, to leading order, into
\begin{equation}
\varepsilon\simeq2\sum_{n\ge1}\frac{I_n(a)}{I_0(a)}\frac{\sin n\omega t}{n\omega\tau}.
\end{equation}
The mean of $y$ is $I_0(a)$, so $\langle\varepsilon\rangle=0$ and $\langle\ln(1+\varepsilon)\rangle\simeq-\langle\varepsilon^2\rangle/2$. Since $\langle\sin^2n\omega t\rangle=1/2$ and different harmonics are orthogonal, $\langle\varepsilon^2\rangle=2\sum_n(I_n/I_0)^2/(n\omega\tau)^2$. The ripple thus shifts the bias by $+T\sum_n(I_n/I_0)^2/(n\omega\tau)^2$.

Voltage division gives a second shift. With $I_0'=I_1$, the derivative of $-T\ln I_0(\kappa A/T)$ with respect to $\kappa$ is $-A\,I_1/I_0$, and $\kappa$ differs from 1 by $-C_s/C_\Sigma$. Together, to leading order in each effect,
\begin{equation}
B-B_\infty\simeq A\,\frac{I_1}{I_0}\,\frac{C_s}{C_\Sigma}
+T\sum_{n\ge1}\left(\frac{I_n}{I_0}\right)^2\frac{1}{(n\omega\tau)^2},
\label{eq:corr}
\end{equation}
with Bessel functions at $A/T$. Both terms make the bias less negative. They contain the two capacitance ratios of \eqref{eq:dim}, the first linearly and the second quadratically. The next term of the voltage division, about $-(T/4)(C_s/C_\Sigma)^2$ for $A\gg T$, is omitted although it falls with $C_\Sigma$ as fast as the ripple term. With the parameters above, \eqref{eq:corr} exceeds the full deviation at 1 nF by 1.8 mV, against a ripple term of 5.6 mV.

Direct integration of \eqref{eq:charge} from an uncharged capacitor, with the saturating current \eqref{eq:law}, ends at these values:
\begin{center}
\begin{tabular}{rrrr}
$C_B$ (nF) & $\kappa$ & $\omega\tau$ & $B$ (V)\\
\hline
0.05 & 0.500 & 2.56 & $-42.5$\\
0.2 & 0.800 & 6.39 & $-72.2$\\
1 & 0.952 & 26.8 & $-87.3$\\
10 & 0.995 & 257 & $-91.5$\\
100 & 0.9995 & 2557 & $-91.9$
\end{tabular}
\end{center}
All five agree with \eqref{eq:periodic} within the tested tolerance of 2 mV. The first rows are the true part of the belief: a capacitor no larger than the sheath capacitance loses more than half of the bias. From 10 to 100 nF, a tenfold change moves the bias by 0.44 V, about half a per cent.

Most of the remaining dependence is voltage division. At 10 nF the first term of \eqref{eq:corr} is 0.490 V, which is the whole deviation from $B_\infty$ to the digits printed. At 1 nF the ripple contributes 5.6 mV out of a deviation of $91.995-87.301=4.69$ V. For $A\gg T$, where $I_1/I_0$ is near 1, a tolerated bias error $\delta$ thus calls for $C_B\gtrsim AC_s/\delta$, together with an $\omega\tau$ large enough to keep the ripple term below $\delta$. If the divided drive $\kappa A$ is held fixed instead of $A$, the ripple term alone remains. Holding the amplitude measured at the electrode fixed is nearly but not exactly the same, because the ripple of $W$ is part of that waveform. The remaining shift is still of order $T/(\omega\tau)^2$ but smaller: for 100 V and 1 nF it is 5.6 mV at fixed $\kappa A$, 3.6 mV at fixed fundamental and 2.0 mV at fixed peak-to-peak value.

\section{What the capacitance does change}

While the bias builds up, $W$ lies above $B$ and $J$ is negative. Separating variables in \eqref{eq:avg} gives the time from zero to 99\% of the final bias:
\begin{equation}
t_{99}=C_\Sigma\int_{0.99B}^{0}\frac{dW}{|J(W)|}.
\label{eq:t99}
\end{equation}
The integral depends on capacitance through $\kappa$, which is nearly 1, so the time is proportional to $C_\Sigma$ in the large-capacitor regime. Direct integration gives 7.05 $\mu$s at 10 nF and 70.45 $\mu$s at 100 nF; \eqref{eq:t99} gives 7.07 and 70.47 $\mu$s. (The value 70.44 $\mu$s in the output refers to the bias reached after about $10\tau$, which lies slightly short of the periodic value.) The ratio of the two directly computed times is 9.99, against 9.96 for the total capacitances. Most of the small difference comes from the phase of the source at the start, which the averaged equation does not contain. It shifts both times by about the same fraction of a period, and this matters more for the shorter one. The slight difference in $\kappa$ accounts for the rest.

The charge now answers the argument from $Q=CV$. In the final state the mean charge on the blocking capacitor has the magnitude $10\ \text{nF}\times91.5\ \text{V}=0.92\ \mu$C in one case and $100\ \text{nF}\times91.9\ \text{V}=9.2\ \mu$C in the other. The larger capacitor does not hold a smaller voltage. It collects ten times the charge, and needs ten times as long to do so.

The initial charge is forgotten as well. Start with a bias $W_0$ that is too negative, as after a sudden reduction of the source amplitude. On the exponential branch $J=I_i[1-e^{(W-B)/T}]$, with $B$ from \eqref{eq:B}. For $z=e^{(B-W)/T}$ this gives
\begin{equation}
\frac{dz}{dt}=-\frac{z}{T}\frac{I_i}{C_\Sigma}\left(1-\frac1z\right)=-\frac{z-1}{\tau},
\end{equation}
and therefore
\begin{equation}
W(t)=B-T\ln\!\left\{1+\left[e^{(B-W_0)/T}-1\right]e^{-t/\tau}\right\}.
\label{eq:rec}
\end{equation}
As long as the exponential term dominates, $W\simeq W_0+I_it/C_\Sigma$: hardly any electrons reach the electrode, and the constant ion current discharges the capacitor linearly. With 10 nF and $W_0=-150$ V the slope is $10\ \text{mA}/10.05\ \text{nF}\approx1.0$ V/$\mu$s. The bias comes within 1\% of its final value after 61.9 $\mu$s, both from \eqref{eq:rec} and from direct integration, and ends at $-91.5$ V like the uncharged start. Recovery takes nearly nine times as long as the build-up, although the voltage to be covered is smaller, because ions carry the charge instead of the much larger electron current.

The order of limits matters. Since $|I|\le RI_i$ for $R>1$, equation \eqref{eq:W} gives $|W(t)|\le RI_it/C_\Sigma$ for an uncharged start. At any fixed time this tends to zero as $C_B\to\infty$: an infinite capacitor never charges. The value $B_\infty$ is reached by waiting for the steady state first and enlarging the capacitor afterwards.

\section{What sets the bias, and where the argument ends}

With a wire in place of the capacitor, $W$ is held at zero and \eqref{eq:zero} no longer applies. In this model a mean current of $-0.46$ A then flows, the sign being that of electrons. The capacitor is needed for a self-bias because it blocks this current. The value of the bias follows from the driving voltage and the current law. Halving the source amplitude to 50 V changes $B_\infty$ from $-92.0$ to $-43.0$ V. Doubling $T$ to 6 V at $A=100$ V gives $-86.1$ V. The last two values differ by a factor of two because both cases have $A/T=16.7$, and by \eqref{eq:B} $B_\infty/T$ depends on that ratio alone.

The exponential law is not essential. What the argument uses is a current that depends on $E$ and whose average falls through a single zero. As a test, the artificial law $I=I_i[1-\max(0,1+E/T)^2]$ was integrated with 5 nF. It settled at $-91.34$ V, in agreement with the zero of its own averaged current.

Some of the assumptions are less safe than others. The capacitance of a real sheath changes with its voltage, which in the large-capacitor example swings between about 6 and 206 V in each cycle. The finite-capacitor corrections and the estimate $AC_s/\delta$ therefore hold for the constant $C_s$ of this model; the limit $B_\infty$ does not contain $C_s$. With all but the smallest capacitor in the table, the electrode rises above the assumed fixed $V_p$ for part of the cycle early in the build-up. A real plasma potential may follow it, so the absolute charging times belong to this model. In the final state of all five cases the electrode stays below $V_p$. If the wall is not much larger than the electrode, its sheath voltage also varies and \eqref{eq:B} must be replaced by a balance at both surfaces. If a change of capacitor alters the power reaching the plasma, and with it $T$ or the rf amplitude at the electrode, the bias will change too. The capacitor then acts through the quantities that set the bias, and the zero of the mean current must be found anew. The numerical output below gives the values with further digits; the peak electrode potential printed there is that of the final cycle.

\section*{Numbers as computed}
\begin{verbatim}
source amplitude A = 100 V
frequency = 13.56 MHz, period = 73.75 ns
electron temperature T = 3 V
ion current = 10 mA
electron saturation / ion current R = 100
plasma potential T ln R = 13.82 V
sheath capacitance = 0.05 nF
A/T = 33.333, ln I0(A/T) = 30.6649
large-capacitor bias = -91.995 V
final bias, uncharged start (integration; periodic solution):
  C_B = 0.05 nF: -42.509 V; -42.509 V
  C_B = 0.2 nF: -72.236 V; -72.236 V
  C_B = 1 nF: -87.301 V; -87.301 V
  C_B = 10 nF: -91.504 V; -91.505 V
  C_B = 100 nF: -91.945 V; -91.946 V
voltage share kappa, time tau, omega*tau:
  C_B = 0.05 nF: 0.5000, 0.030 us, 2.56
  C_B = 0.2 nF: 0.8000, 0.075 us, 6.39
  C_B = 1 nF: 0.9524, 0.315 us, 26.84
  C_B = 10 nF: 0.9950, 3.015 us, 256.88
  C_B = 100 nF: 0.9995, 30.015 us, 2557.28
peak electrode potential, 10 nF = 8.00 V
division correction, 10 nF = 0.4900 V
full deviation from limit, 10 nF = 0.4900 V
ripple correction, 1 nF = 5.598 mV
ripple shift from periodic solution, 1 nF = 5.595 mV
time to 99% of final bias (integration; averaged equation):
  C_B = 10 nF: 7.05 us; 7.07 us
  C_B = 100 nF: 70.44 us; 70.47 us
ratio of charging times, 100 nF / 10 nF = 9.987
ratio of total capacitances = 9.955
precharged start, 10 nF = -150 V
final bias after precharge = -91.505 V
recovery time to within 1% (integration; formula) = 61.90 us; 61.90 us
largest recovery-curve difference = 0.18 mV
limit bias at A = 50 V, T = 3 V: -43.046 V
limit bias at A = 100 V, T = 6 V: -86.093 V
mean current with bias held at zero = -0.4555 A
quadratic law, 5 nF (integration; zero of mean current) = -91.343 V; -91.344 V
\end{verbatim}
